# Spin-Flip Occupations in the Rotationally Invariant Hubbard Correction

## The situation

In a canted or spiral magnet the moments of different atoms point in different directions, but the spinor wavefunctions are written with one quantization axis $z$. An atom whose moment is tilted from $z$ then has occupations that mix spin up with spin down. Turning all spins together must not change the energy of an interaction that ignores spin. What must a Hubbard correction contain for this to hold, and what potential does it exert between the two spinor components?

## One electron in one orbital

Put one electron in an orbital $a$ with its spin along $x$. Its spinor is $(1,1)/\sqrt2$. Define occupations by $n^{\sigma\sigma'}=\langle c^\dagger_{\sigma'}c_\sigma\rangle$, so that

$$n=\tfrac12\begin{pmatrix}1&1\\1&1\end{pmatrix}.$$

With $w$ the Coulomb integral of the orbital with itself, the mean-field interaction energy is direct minus exchange:

$$E=\tfrac12 w\left[(\mathrm{Tr}\,n)^2-\mathrm{Tr}\,n^2\right]=w\left(n^{\uparrow\uparrow}n^{\downarrow\downarrow}-|n^{\uparrow\downarrow}|^2\right).$$

The second form follows by writing out the two traces. It is $w\det n$, which no unitary change of spin axes can alter. Here it gives $w(\tfrac14-\tfrac14)=0$, as it must for one electron.

If the spin-flip element is discarded, the energy is $w/4$. For the $xy$ orbital of the $d$ shell used below this is 1.23 eV of false self-interaction, caused by the choice of axis alone.

## A whole shell

Let $a,b,c,d$ label the orbitals of one correlated shell, and define

$$n^{\sigma\sigma'}_{ab}=\langle c^\dagger_{b\sigma'}c_{a\sigma}\rangle,\qquad W_{abcd}=\iint\phi_a^*(\mathbf r)\phi_b^*(\mathbf r')\,v\,\phi_c(\mathbf r)\phi_d(\mathbf r').$$

Electron 1 occupies $a,c$ and electron 2 occupies $b,d$. The effective interaction $v$ is real, symmetric between the electrons and independent of spin. Exchanging the integration variables, and taking the complex conjugate, give

$$W_{abcd}=W_{badc},\qquad W_{abcd}^*=W_{cdab}.$$

The interaction operator is

$$\hat H=\tfrac12\sum_{abcd}\sum_{\sigma\sigma'}W_{abcd}\,c^\dagger_{a\sigma}c^\dagger_{b\sigma'}c_{d\sigma'}c_{c\sigma}.$$

In a single determinant, Wick's theorem gives

$$\langle c^\dagger_{a\sigma}c^\dagger_{b\sigma'}c_{d\sigma'}c_{c\sigma}\rangle=n^{\sigma\sigma}_{ca}n^{\sigma'\sigma'}_{db}-n^{\sigma'\sigma}_{da}n^{\sigma\sigma'}_{cb}.$$

Treat $n_{ab}$ as a $2\times2$ spin matrix for each orbital pair, and let $\rho_{ab}=\mathrm{Tr}_s\,n_{ab}$. Summing the first product over spins gives $\rho_{ca}\rho_{db}$. In the second, neighbouring spin indices match, so the sum is the trace of a matrix product:

$$E_{ee}=\tfrac12\sum_{abcd}W_{abcd}\left[\rho_{ca}\rho_{db}-\mathrm{Tr}_s(n_{da}n_{cb})\right].$$

For fractional occupations this formula defines the mean-field energy. For a random four-electron determinant with mixed spins, the expectation value of $\hat H$ in the full Fock space and this formula both give 21.90986 eV.

For a $d$ shell with a common radial function and a central interaction, $W$ follows from the Slater integrals $F^0,F^2,F^4$:

$$W_{abcd}=\sum_{k=0,2,4}F^k\iint Y_a^*Y_c(\hat r)\,P_k(\hat r\cdot\hat r')\,Y_b^*Y_d(\hat r')\,d\Omega\,d\Omega'.$$

Set $U=F^0$ and $J=(F^2+F^4)/14$. Then $U$ is the mean of $W_{abab}$ over all pairs, and $U-J$ is the mean of $W_{abab}-W_{abba}$ over pairs with $a\ne b$; both averages were tested.

## Subtracting what is already counted

The density functional already contains an average interaction. In the fully localized form for a moment along $z$, the subtraction is

$$E_{dc}=\tfrac12UN(N-1)-\tfrac12J\sum_\sigma N_\sigma(N_\sigma-1).$$

For a general direction, collect the orbital trace in a spin matrix,

$$\mathbf N=\sum_a n_{aa}=\tfrac12(N+\mathbf M\cdot\boldsymbol\sigma),$$

where $\mathbf M$ counts spin-up minus spin-down electrons along its own direction. Since $\mathrm{Tr}\,\sigma_i\sigma_j=2\delta_{ij}$ and $\mathrm{Tr}\,\sigma_i=0$,

$$\mathrm{Tr}_s\mathbf N^2=\tfrac12(N^2+|\mathbf M|^2).$$

In the frame of the moment this equals $\sum_\sigma N_\sigma^2$. The form valid in any frame is therefore

$$E_{dc}=\tfrac12UN(N-1)-\tfrac12J\left[\mathrm{Tr}_s\mathbf N^2-N\right],\qquad E_U=E_{ee}-E_{dc}.$$

Keeping only the diagonal elements of $\mathbf N$ would give $\tfrac12(N^2+M_z^2)$ instead. This is too small by $\tfrac12M^2\sin^2\theta$, with $\theta$ the angle between moment and axis. Because of the factor $-\tfrac12J$, $E_{dc}$ becomes too large and $E_U$ is wrong by $-\tfrac14JM^2\sin^2\theta$: a false preference for moments perpendicular to $z$.

## Turning all spins

A global rotation acts with one matrix $D$ in SU(2) on every orbital, so $n'_{ab}=Dn_{ab}D^\dagger$. Because a trace is cyclic and $D^\dagger D=1$,

$$\rho'_{ab}=\mathrm{Tr}_s(Dn_{ab}D^\dagger)=\rho_{ab},$$

$$\mathrm{Tr}_s(n'_{da}n'_{cb})=\mathrm{Tr}_s(Dn_{da}D^\dagger Dn_{cb}D^\dagger)=\mathrm{Tr}_s(n_{da}n_{cb}).$$

Likewise $\mathbf N'=D\mathbf ND^\dagger$ leaves $N$ and $\mathrm{Tr}_s\mathbf N^2$ unchanged. Every term of $E_U$ is invariant, which proves the claim. For generic fractional occupations, ten random rotations changed the energy by at most $2.1\times10^{-14}$ eV, which is rounding.

The proof needs the same $D$ for every orbital. With a different $D_a$ for each one, the factor $D_a^\dagger D_c$ inside the exchange trace is not unity in general, and elements $\rho_{ab}$ between different orbitals can change as well. Relative tilts between orbitals can therefore cost or gain energy.

Rotating the orbitals alone also leaves $E_U$ unchanged: both arguments of $P_k(\hat r\cdot\hat r')$ turn together, and the angular integrals keep their values. This requires the spherical $W$ above. With spin–orbit coupling elsewhere in the Hamiltonian, the total energy may still depend on the moment direction; the invariance shown here belongs to the Hubbard term.

## The potential, block by block

Define $V$ by

$$\delta E_U=\mathrm{Tr}(V\delta n)=\sum V^{\sigma\sigma'}_{ad}\,\delta n^{\sigma'\sigma}_{da}.$$

**Exchange.** The variation has two terms:

$$\delta E_x=-\tfrac12\sum W_{abcd}\left[\mathrm{Tr}_s(\delta n_{da}\,n_{cb})+\mathrm{Tr}_s(n_{da}\,\delta n_{cb})\right].$$

In the second, rename $a\leftrightarrow b$, $c\leftrightarrow d$ and use $W_{badc}=W_{abcd}$. It becomes equal to the first, which cancels the factor $\tfrac12$:

$$\delta E_x=-\sum_{abcd}W_{abcd}\sum_{\sigma\sigma'}n^{\sigma\sigma'}_{cb}\,\delta n^{\sigma'\sigma}_{da}.$$

Comparison with the definition gives an exchange potential $-\sum_{bc}W_{abcd}\,n^{\sigma\sigma'}_{cb}$ in block $\sigma\sigma'$.

**Direct term.** The same renaming gives $\delta E_H=\sum W_{abcd}\,\rho_{db}\,\delta\rho_{ca}$. Since $\delta\rho_{ca}$ contains spin-diagonal elements alone, this term has no flip block.

**Double counting.** From $\delta\,\mathrm{Tr}_s\mathbf N^2=2\,\mathrm{Tr}_s(\mathbf N\delta\mathbf N)$,

$$\delta E_{dc}=\left[U(N-\tfrac12)+\tfrac12J\right]\delta N-J\,\mathrm{Tr}_s(\mathbf N\,\delta\mathbf N).$$

Subtracting this reverses its signs. The spin-flip block is

$$\boxed{V^{\uparrow\downarrow}_{ad}=-\sum_{bc}W_{abcd}\,n^{\uparrow\downarrow}_{cb}+J\,\delta_{ad}\sum_b n^{\uparrow\downarrow}_{bb}}$$

and the diagonal blocks, with exchange indices renamed to match, are

$$V^{\sigma\sigma}_{ac}=\sum_{bd}W_{abcd}\,\rho_{db}-\sum_{bd}W_{abdc}\,n^{\sigma\sigma}_{db}-\delta_{ac}\left[U(N-\tfrac12)-J(N_{\sigma\sigma}-\tfrac12)\right].$$

The other flip block follows by conjugation. Using $W^*_{abcd}=W_{cdab}=W_{dcba}$ and $(n^{\uparrow\downarrow}_{cb})^*=n^{\downarrow\uparrow}_{bc}$, the conjugate of the exchange part of $V^{\uparrow\downarrow}_{ad}$ is $-\sum_{bc}W_{dcba}\,n^{\downarrow\uparrow}_{bc}$. That is the exchange part of $V^{\downarrow\uparrow}_{da}$. The $J$ term conjugates in the same way, so $V^{\downarrow\uparrow}=(V^{\uparrow\downarrow})^\dagger$.

A numerical derivative must respect Hermiticity. A change $X$ in $n^{\uparrow\downarrow}$ brings $X^\dagger$ in $n^{\downarrow\uparrow}$, so $\delta E_U=2\,\mathrm{Re}\,\mathrm{Tr}(V^{\uparrow\downarrow}X^\dagger)$ and

$$V^{\uparrow\downarrow}_{ab}=\tfrac12\left(\frac{\partial E_U}{\partial\,\mathrm{Re}X_{ab}}+i\frac{\partial E_U}{\partial\,\mathrm{Im}X_{ab}}\right).$$

All 25 elements obtained this way agree with the boxed formula to $2\times10^{-12}$ eV.

### Two consequences of invariance

Vary $n$ on both sides of $E_U[DnD^\dagger]=E_U[n]$. The result, $\mathrm{Tr}(V[DnD^\dagger]\,D\delta nD^\dagger)=\mathrm{Tr}(V[n]\,\delta n)$, holds for every Hermitian $\delta n$, so

$$V[DnD^\dagger]=D\,V[n]\,D^\dagger.$$

The potential turns with the moment. For an infinitesimal rotation $D=1-i\epsilon S_i$, the occupations change by $-i\epsilon[S_i,n]$ and the energy does not change. Hence $\mathrm{Tr}(V[S_i,n])=0$: the Hubbard term exerts no net torque on the spin of its own shell.

### The price of dropping the flip blocks

The product of a spin-diagonal and a spin-off-diagonal matrix has zero trace. The flip blocks therefore enter $E_U$ through a separate quadratic part $Q$. For a homogeneous quadratic function, $Q$ is half the sum of each variable times its derivative:

$$Q=\tfrac12\left[\mathrm{Tr}(V^{\uparrow\downarrow}n^{\downarrow\uparrow})+\mathrm{Tr}(V^{\downarrow\uparrow}n^{\uparrow\downarrow})\right]=\mathrm{Re}\,\mathrm{Tr}(V^{\uparrow\downarrow}n^{\downarrow\uparrow}).$$

Discarding the blocks changes $E_U$ by $-Q$. In the opening case, without double counting, $V^{\uparrow\downarrow}=-w/2$ and $n^{\downarrow\uparrow}=\tfrac12$, which returns the error $w/4$.

## Into the PAW Hamiltonian

Inside the augmentation sphere, where the partial waves are taken to be complete, the shell's angular part of spinor component $\sigma$ of band $k$ is

$$\psi_{k\sigma}(\mathbf r)=\sum_{ia}\frac{u_i(r)}{r}\,Y_a(\hat r)\,\langle p_{ia}|\tilde\psi_{k\sigma}\rangle,$$

with real radial partial waves $u_i$ and projectors $p_{ia}$, both independent of spin. Projecting on $Y_a$ and $Y_b$ and integrating over the sphere radius $r_c$ gives

$$n^{\sigma\sigma'}_{ab}=\sum_kf_k\sum_{ij}o_{ij}\langle p_{ia}|\tilde\psi_{k\sigma}\rangle\langle\tilde\psi_{k\sigma'}|p_{jb}\rangle,\qquad o_{ij}=\int_0^{r_c}u_iu_j\,dr.$$

This defines the occupations that enter $E_U$; charge of the shell outside the sphere is not counted. Rotating all pseudo-spinors by $D$ gives $n_{ab}\to Dn_{ab}D^\dagger$, because $D$ passes through the projectors. Projectors that depend on spin would break this step.

Now vary the bra $\langle\tilde\psi_{k\sigma}|$ in $\delta E_U=\sum V^{\sigma\sigma'}_{ab}\,\delta n^{\sigma'\sigma}_{ba}$:

$$\frac{\partial E_U}{\partial\langle\tilde\psi_{k\sigma}|}=f_k\sum_{\sigma'}\sum_{ijab}|p_{ja}\rangle\,o_{ij}\,V^{\sigma\sigma'}_{ab}\,\langle p_{ib}|\tilde\psi_{k\sigma'}\rangle.$$

Dividing by $f_k$ leaves the operator to be added to the Hamiltonian. Its $\sigma\ne\sigma'$ part feeds the down component into the equation for the up component, and the reverse. The formula was tested against a finite difference of the energy with two projectors per orbital.

## Two limits

**No orbital structure.** Let $W_{abcd}=U\delta_{ac}\delta_{bd}$ and $J=0$. The direct sum is $N^2$ and the exchange sum is $\mathrm{Tr}\,n^2$ over orbitals and spin, so

$$E_U=\tfrac12U(N^2-\mathrm{Tr}\,n^2)-\tfrac12U(N^2-N)=\tfrac12U\,\mathrm{Tr}(n-n^2),$$

with $V^{\uparrow\downarrow}=-Un^{\uparrow\downarrow}$. The simplified functional keeps this form with $U-J$ in place of $U$.

**Equal flip occupation in every orbital.** Keep the full $d$-shell $W$ and let $n^{\uparrow\downarrow}_{ab}=\nu\delta_{ab}$. The boxed formula needs $K_{ad}=\sum_bW_{abbd}$. The sum over a complete shell makes $K$ commute with all orbital rotations; since the $d$ shell is irreducible, $K$ is a multiple of unity. Its trace follows from the two averages. They give $\sum_{ab}W_{abab}=25U$ and $\sum_{ab}(W_{abab}-W_{abba})=20(U-J)$, where the terms $a=b$ cancel. Thus $\mathrm{Tr}K=5U+20J$ and $K_{ad}=(U+4J)\delta_{ad}$, so

$$V^{\uparrow\downarrow}_{ad}=\left[-(U+4J)+5J\right]\nu\,\delta_{ad}=-(U-J)\,\nu\,\delta_{ad}.$$

The simplified flip potential is thus recovered when the flip occupation is the same in all orbitals. Differences between the two potentials measure its orbital anisotropy.

## Numbers for a turned moment

Take a model $d$ shell in real cubic orbitals with $U=4$ eV, $J=0.8$ eV and $F^4/F^2=0.625$. Then $F^2=14J/1.625=6.892$ eV and $F^4=4.308$ eV. The chosen occupations per orbital are 0.95 ($t_{2g}$) and 0.90 ($e_g$) for the majority spin, and 0.30 and 0.20 for the minority spin. The spin totals are 4.65 and 1.30, so $N=5.95$ and $M=3.35$. The subtraction is

$$E_{dc}=2(5.95)(4.95)-0.4\,(4.65^2+1.30^2-5.95)=51.960\ \text{eV}.$$

With $E_{ee}=53.995$ eV this leaves $E_U=2.035$ eV, or 0.0748 hartree. The simplified functional gives 2.036 eV. The closeness to 1 meV is not general; it comes from the nearly equal moments of the two orbital sets. For diagonal $n$, the two energies differ only through the orbital dependence of $W_{abab}-U$ and of $X_{ab}=W_{abba}-J-(U-J)\delta_{ab}$. The rows of $X$ sum to zero because $K=U+4J$. The exchange part of the difference is therefore $\tfrac12\sum_{a\in t_{2g},\,b\in e_g}X_{ab}\sum_\sigma(n^\sigma_{t_{2g}}-n^\sigma_{e_g})^2$. With the mean $t_{2g}$–$e_g$ exchange integral 0.5255 eV this is $3(0.5255-0.8)(0.05^2+0.10^2)=-0.010$ eV. The rows of $W_{abab}-U$ also sum to zero, and the mean $t_{2g}$–$e_g$ direct integral is 3.863 eV, so the direct part is $3(4-3.863)(0.15)^2=+0.009$ eV. With $\delta_\sigma=n^\sigma_{t_{2g}}-n^\sigma_{e_g}$, the two parts add, for these Slater integrals, to $-0.410(\delta_\uparrow-\delta_\downarrow)^2-0.003(\delta_\uparrow^2+\delta_\downarrow^2)$ eV. The difference is thus set almost entirely by $\delta_\uparrow-\delta_\downarrow$, the difference of the moments per orbital, here $0.65-0.70$. For $\delta_\uparrow=-\delta_\downarrow=0.45$ it would be $-0.33$ eV.

Point the moment along $\theta=60^\circ$, $\varphi=30^\circ$. The up–down element of $\hat{\mathbf M}\cdot\boldsymbol\sigma$ is $\hat M_x-i\hat M_y=\sin\theta\,e^{-i\varphi}$. With $n_\pm$ and $V_\pm$ the majority and minority values in the moment's frame, covariance gives

$$n^{\uparrow\downarrow}=\tfrac12(n_+-n_-)\sin\theta\,e^{-i\varphi},\qquad V^{\uparrow\downarrow}=\tfrac12(V_+-V_-)\sin\theta\,e^{-i\varphi}.$$

For $t_{2g}$, $n^{\uparrow\downarrow}=0.325\times0.866\,e^{-i30^\circ}=0.2438-0.1407i$. With $V_+=-1.426$ eV and $V_-=0.626$ eV,

$$V^{\uparrow\downarrow}=-1.026\times0.866\,e^{-i30^\circ}=-0.770+0.444i\ \text{eV}.$$

The boxed formula gives the same value. Its sign is opposite to that of $n^{\uparrow\downarrow}$, so the potential lowers the energy of spins along the existing moment.

The simplified potential has real part $-3.2\times0.24375=-0.780$ eV. The difference comes from the larger flip occupation in $e_g$, whose real part is 0.2625, an excess of 0.01875. The mean $t_{2g}$–$e_g$ exchange integral is 0.5255 eV, so the two $e_g$ orbitals contribute $2(0.8-0.5255)\times0.01875=0.010$ eV. This brings $-0.780$ to $-0.770$ eV.

At this angle, dropping the flip blocks raises $E_U$ from 2.035 to 3.384 eV. The predicted rise is the sum of $|V^{\uparrow\downarrow}||n^{\uparrow\downarrow}|$ over orbitals: 0.750 eV from $t_{2g}$ and 0.599 eV from $e_g$, together 1.349 eV. Each share includes half of the coupling between the two sets, so dropping the flip blocks of one set alone would cost less than its share. Since $|V^{\uparrow\downarrow}|$ and $|n^{\uparrow\downarrow}|$ both scale as $\sin\theta$, the error grows as $\sin^2\theta$ and reaches 1.80 eV at $90^\circ$.

Keeping the flip blocks in $E_{ee}$ but using only diagonal elements in $E_{dc}$ errs the other way. At $90^\circ$ the shift is $-\tfrac14(0.8)(3.35)^2=-2.24$ eV, giving $E_U=-0.21$ eV.

## Tilting orbitals against each other

Now let the spin moments of the orbitals differ in direction, with $n_{ab}=\tfrac12\delta_{ab}(\rho_a+\boldsymbol\mu_a\cdot\boldsymbol\sigma)$. The exchange trace requires $d=a$ and $c=b$. Its spin-dependent part is $-\tfrac14\sum_{ab}W_{abba}\,\boldsymbol\mu_a\cdot\boldsymbol\mu_b$. Subtracting $E_{dc}$ adds $\tfrac14J|\mathbf M|^2$, with $\mathbf M=\sum_a\boldsymbol\mu_a$. Together,

$$E_{\rm spin}=-\tfrac14\sum_{ab}(W_{abba}-J)\,\boldsymbol\mu_a\cdot\boldsymbol\mu_b.$$

Turn the $e_g$ moments by $\alpha$ from the $t_{2g}$ moments. Each mixed pair occurs twice in the sum, so $\Delta E_U=C(1-\cos\alpha)$ with

$$C=\tfrac12\sum_{a\in t_{2g}}\sum_{b\in e_g}(W_{abba}-J)\,\mu_a\mu_b=\tfrac12\cdot6\,(0.5255-0.8)(0.65)(0.70)=-0.375\ \text{eV}.$$

At $\alpha=40^\circ$, $E_{ee}$ rises by 0.168 eV, as Hund exchange favours parallel moments. But $E_{dc}$ rises by 0.255 eV, because it assigns the larger coupling $J$ to these pairs. The correction $E_U$ therefore falls by 0.088 eV. This is no prediction of a canted shell: the density functional, whose own exchange the subtraction is meant to remove, also responds to the tilt. The sum decides, and it was not computed here.

The slopes of $E_U$ when one set is turned are $C\sin\alpha=-0.241$ eV/rad for $e_g$ and $+0.241$ eV/rad for $t_{2g}$. The torques are internal and cancel, as invariance requires.

The simplified functional gives no energy change for this tilt. Turning one set of orbitals is a unitary transformation of the whole $n$, and $\mathrm{Tr}(n-n^2)$ depends on its eigenvalues alone. That functional has the required global spin invariance, but it cannot describe the exchange coupling between the spin moments of different orbitals in the shell. The remaining values are in the numerical output.

## Calculated quantities

```
U = 4.000 eV, J = 0.800 eV, F4/F2 = 0.625
F2 = 6.8923 eV, F4 = 4.3077 eV
Fock-space energy, random 4-electron determinant = 21.90986269 eV
factorized energy, same determinant = 21.90986269 eV
largest energy change, 10 random spin rotations = 2.1e-14 eV
largest spin-flip potential error = 2.1e-12 eV
one electron, transverse spin: E_ee = 0.0000 eV
same, flip blocks dropped: E_ee = 1.2286 eV
majority occupations t2g, eg = 0.95, 0.90
minority occupations t2g, eg = 0.30, 0.20
N = 5.950 electrons, M = 3.350 (spin-up minus spin-down)
E_ee = 53.99494 eV
E_dc = 51.96000 eV
E_U = 2.03494 eV = 0.074783 hartree
simplified E_U with U-J = 2.03600 eV
example direction: theta = 60 deg, phi = 30 deg
t2g: own-frame V majority, minority = -1.4264, 0.6261 eV
t2g: n_updown = 0.24375 -0.14073 i
t2g: V_updown = -0.76971 +0.44439 i eV
t2g: simplified V_updown = -0.78000 +0.45033 i eV
eg: own-frame V majority, minority = -1.3004, 0.9808 eV
eg: n_updown = 0.26250 -0.15155 i
eg: V_updown = -0.85544 +0.49389 i eV
eg: simplified V_updown = -0.84000 +0.48497 i eV
theta/deg | E_U | flip blocks dropped | diagonal-only E_dc (eV)
  0 | 2.03494 | 2.03494 | 2.03494
 30 | 2.03494 | 2.48470 | 1.47381
 60 | 2.03494 | 3.38421 | 0.35156
 90 | 2.03494 | 3.83397 | -0.20956
eg-t2g tilt = 40.0 deg
mean t2g-eg exchange integral = 0.52552 eV
tilt coupling coefficient of (1-cos) = -0.37467 eV
tilt change of E_ee = 0.16782 eV
tilt change of E_dc = 0.25548 eV
tilt change of E_U = -0.08766 eV
tilt change of simplified E_U = 4.4e-16 eV
dE_U/dangle, turning t2g spins = 0.24083 eV/rad
dE_U/dangle, turning eg spins = -0.24083 eV/rad
sum of the two slopes = 7.2e-16 eV/rad
```
